# Stefan-flow correction to precursor evaporation through a stagnant carrier layer

**Which flux law to use in an ampoule model**

A delivery model for a liquid precursor that evaporates through a quiet gas layer needs a rule that turns two vapour fractions, one at the liquid surface and one at the top of the layer, into an evaporation rate. A linear rule, with rate proportional to the difference of the fractions, is adequate when the vapour is dilute. When vapour supplies half the total pressure at the surface and is swept away completely at the top, the linear rule must be multiplied by \(2\ln2=1.386\). The choice affects the calculated dose and the heat that the liquid must receive. It also affects any diffusivity inferred from a measured evaporation rate: if the linear rule is used for the inference, the diffusivity comes out too large by the same factor.

For a layer of thickness \(L\), the result to implement is

\[
N=\frac{cD}{L}\ln\frac{1-x_L}{1-x_0}. \tag{1}
\]

Here \(N\) is the molar vapour flux, positive upward, \(c\) the total molar concentration and \(D\) the binary diffusivity. The vapour mole fraction is \(x_0\) at the liquid surface, \(z=0\), and \(x_L\) at the outlet of the layer, \(z=L\), with \(0\le x_L<x_0<1\).

**Assumptions and the meaning of "stagnant"**

The gas is an ideal binary mixture of vapour A and carrier B. Transport is one-dimensional, and temperature and pressure are uniform, so \(c=p/(RT)\) is uniform too. The diffusivity is constant. The carrier neither reacts with the liquid nor dissolves in it, the liquid level moves negligibly, and the vapour at the surface is in equilibrium with the liquid.

"Stagnant" means that the net carrier flux is zero. It does not mean that the gas is at rest. Let \(N_A\) and \(N_B\) be the molar fluxes relative to the vessel. They define the molar mean velocity \(u\) through

\[
cu=N_A+N_B .
\]

Fick's law gives the diffusive fluxes relative to this velocity. With \(x\) the vapour fraction and a prime for \(d/dz\),

\[
J_A=-cDx',\qquad J_B=-cD(1-x)'=+cDx'.
\]

They sum to zero, as they must in a frame that moves with the mean molar flow. Adding the amount carried by that flow gives the fluxes relative to the vessel:

\[
N_A=-cDx'+x(N_A+N_B), \tag{2}
\]
\[
N_B=+cDx'+(1-x)(N_A+N_B). \tag{3}
\]

**Why the linear rule fails at an impermeable surface**

Suppose that the mean flow is dropped, \(N_A+N_B=0\). Equation (2) becomes \(N_A=-cDx'\). In the steady state \(N_A\) is uniform, so integration across the layer gives the simple Fick flux

\[
N_F=\frac{cD}{L}(x_0-x_L). \tag{4}
\]

The same assumption also fixes the carrier flux: \(N_B=-N_F\). Carrier would enter the liquid at the rate at which vapour leaves it. Equation (4) therefore describes equimolar counter-diffusion, not evaporation into an insoluble carrier.

With an impermeable liquid, \(N_B=0\) at \(z=0\). Steady conservation of carrier requires \(N_B'=0\), so \(N_B=0\) throughout the layer. Equation (3) then reads

\[
(1-x)N_A=-cDx' . \tag{5}
\]

Its left side is the upward transport of carrier by the mean flow. Its right side is the size of the downward diffusion of carrier, since \(x'<0\). The two cancel at every height. The mean flow needed for this cancellation also carries vapour upward, and this is the Stefan flow.

**Integration**

Write \(N=N_A\). Equation (2) with \(N_B=0\) gives \(N=-cDx'+xN\), which is (5) again. Since \(1-x>0\), the variables can be separated:

\[
\frac{N}{cD}\,dz=-\frac{dx}{1-x}.
\]

The derivative of \(\ln(1-x)\) is \(-1/(1-x)\), so the right side is \(d\ln(1-x)\). Integration from the surface to height \(z\) gives

\[
\frac{Nz}{cD}=\ln\frac{1-x(z)}{1-x_0}. \tag{6}
\]

Setting \(z=L\) and \(x(L)=x_L\) gives (1). The argument of the logarithm exceeds one because \(x_L<x_0\), so the flux is upward. Dividing (6) by its value at \(z=L\) removes \(N\) and leaves the profile

\[
1-x(z)=(1-x_0)\left(\frac{1-x_L}{1-x_0}\right)^{z/L}. \tag{7}
\]

At \(z=0\) the power is one and \(x=x_0\). At \(z=L\) the factor \(1-x_0\) cancels and \(x=x_L\).

The ratio of (1) to (4) is the Stefan factor

\[
S=\frac{N}{N_F}=\frac{1}{x_0-x_L}\ln\frac{1-x_L}{1-x_0}. \tag{8}
\]

For \(x_0=1/2\) and \(x_L=0\), the logarithm is \(\ln2\) and the denominator is \(1/2\), hence \(S=2\ln2\). Both values are needed: half the total pressure at the surface does not fix the factor unless the outlet fraction is also given.

The true flux is thus 39 % above the Fick flux. Measured relative to the true flux, the Fick estimate is low by \(1-1/1.386\), or 28 %.

**Why the factor is not two**

At the surface, (5) gives

\[
N=\frac{-cDx'(0)}{1-x_0}.
\]

For \(x_0=1/2\) this is twice the diffusive flux at the surface, so diffusion and mean flow each carry half of the vapour there. It would be wrong to conclude that \(N=2N_F\), because the surface gradient is not the Fick gradient. Solving the last equation for the gradient and dividing by the Fick gradient \(-(x_0-x_L)/L\) gives

\[
\frac{x'(0)}{-(x_0-x_L)/L}=\frac{(1-x_0)NL}{cD(x_0-x_L)}=(1-x_0)S .
\]

In the present case this is \(\tfrac12\times2\ln2=\ln2=0.693\). The mean flow carries vapour upward and flattens the profile near the liquid. The doubled transport therefore acts on a reduced gradient, and \(2\times0.693=1.386\). At midheight, (7) gives \(x=1-2^{-1/2}=0.293\), compared with 0.250 on the straight Fick profile.

A second reading of \(S\) follows from integrating (5) over the layer without dividing by \(1-x\):

\[
N\int_0^L(1-x)\,dz=-cD\int_{x_0}^{x_L}dx=cD(x_0-x_L).
\]

Let \(\bar y\) be the carrier fraction averaged over height. The integral on the left is \(L\bar y\), so

\[
S=\frac{1}{\bar y}. \tag{9}
\]

Here \(\bar y=0.721\), and its inverse is again 1.386. The correction is set by the average carrier content of the layer, not by its value at the surface.

**Check by a time-dependent calculation**

Equation (1) can be reached without assuming a steady state or a vanishing carrier flux inside the layer. Uniform \(c\) makes \(N_A+N_B\) independent of height at each instant. Blocking the carrier at the surface alone, (3) gives

\[
u(t)=-\frac{D}{1-x_0}\left.\frac{\partial x}{\partial z}\right|_{z=0}. \tag{10}
\]

Vapour conservation, \(c\,\partial x/\partial t=-\partial N_A/\partial z\), with \(N_A=-cD\,\partial x/\partial z+cux\), then gives

\[
\frac{\partial x}{\partial t}=D\frac{\partial^2x}{\partial z^2}-u(t)\frac{\partial x}{\partial z}. \tag{11}
\]

This problem was solved with 100 finite volumes, starting from a layer at the outlet composition. The pairs \((x_0,x_L)\) were \((0.5,0)\), \((0.1,0)\) and \((0.8,0.1)\). In all three cases the late flux agreed with (1) to within 0.05 %, and the net carrier flux fell below \(10^{-5}cD/L\) at every cell face. For the first pair the flux was \(0.6931\,cD/L\). With the mean flow switched off it was \(0.5000\,cD/L\), accompanied by a carrier flux of \(-0.5000\,cD/L\) into the liquid. The ratio of the two vapour fluxes was 1.3863.

**Dilute and vapour-rich limits**

Let \(x_L=0\). Integrating \(1/(1-s)=1+s+s^2+\cdots\) from zero to \(x_0\) gives \(-\ln(1-x_0)=x_0+x_0^2/2+x_0^3/3+\cdots\). Division by \(x_0\) yields

\[
S=1+\frac{x_0}{2}+\frac{x_0^2}{3}+\cdots . \tag{12}
\]

At \(x_0=0.01\) the factor is 1.005, and the linear rule is adequate for most sizing work. At \(x_0=0.10\) it is 1.054, and at \(x_0=0.90\) it is 2.558.

As \(x_0\to1\), the logarithm in (1) grows without bound. Physically, the vapour pressure approaches the total pressure and little carrier remains at the surface to resist the flow. An unlimited rate is not a prediction for a vessel. Heat supply, evaporation kinetics or the pressure drop of the flow must then limit the rate, and the assumptions of uniform temperature, surface equilibrium or uniform pressure fail.

**Dependence on total pressure**

For a dilute gas at fixed temperature, \(D\) varies as \(1/p\) and \(c\) as \(p\), so \(cD\) is independent of pressure. With vapour pressure \(p_v\) at the surface, \(x_0=p_v/p\), and with \(x_L=0\),

\[
N=\frac{cD}{L}\ln\frac{1}{1-p_v/p}=\frac{cD}{L}\ln\frac{p}{p-p_v}. \tag{13}
\]

Lowering \(p\) towards \(p_v\) raises the flux faster than the Fick dependence \(p_v/p\). This comparison holds temperature, layer thickness and outlet composition fixed.

**Two extensions for implementation**

If the vessel cross-section \(A(z)\) changes slowly enough for a one-dimensional description, the conserved quantity is the molar rate \(\dot n=AN\). Replacing \(N\) by \(\dot n/A\) in (5) and separating variables gives

\[
\dot n\int_0^L\frac{dz}{A\,cD}=\ln\frac{1-x_L}{1-x_0}. \tag{14}
\]

The Fick calculation has the same integral on the left and \(x_0-x_L\) on the right. The factor \(S\) is therefore unchanged by the shape of the vessel within this description.

If the carrier does cross the surface, at a known ratio \(N_B=rN_A\), put \(a=1+r\). Equation (2) becomes \((1-ax)N_A=-cDx'\). For \(a\ne0\) and \(1-ax>0\) in the layer, the same integration gives

\[
N_A=\frac{cD}{aL}\ln\frac{1-ax_L}{1-ax_0}. \tag{15}
\]

An insoluble carrier has \(a=1\), which restores (1). For \(a\to0\), \(\ln(1-ax)\approx-ax\), and (15) tends to the Fick flux (4). The two laws are thus two cases of one formula, distinguished by what the carrier does at the liquid.

In code, the logarithm for small composition differences is best evaluated as \(\operatorname{log1p}[(x_0-x_L)/(1-x_0)]\). This is the same quantity, because \((1-x_L)/(1-x_0)=1+(x_0-x_L)/(1-x_0)\), and it avoids taking the logarithm of a rounded number close to one.

**Example: titanium tetrachloride in nitrogen**

Take a liquid at 293 K with a vapour pressure of 10 Torr under a total pressure of 20 Torr. The diffusivity at that pressure is 2.5 cm²/s, the layer is 10 cm thick and the liquid area is 20 cm². The property values are rough and typical of the named pair; the geometry is chosen. With \(x_L=0\), the total concentration is \(c=1.0945\) mol/m³, and

\[
\frac{cD}{L}=\frac{1.0945\times2.5\times10^{-4}}{0.10}
=2.736\times10^{-3}\ \mathrm{mol\,m^{-2}\,s^{-1}}.
\]

The Fick flux is half of this, 1.368 mmol m⁻² s⁻¹. The Stefan flux is \(0.6931\times2.7363=1.897\) mmol m⁻² s⁻¹. Multiplication by the area gives 3.68 sccm by Fick's rule and 5.10 sccm by (1), where sccm refers to 0 °C and 1 atm. With a molar mass of 189.7 g/mol, the latter is 43 mg/min.

At the same temperature and geometry, with \(x_L=0\), the total pressure has this effect:

| Pressure (Torr) | \(x_0\) | \(S\) | Delivery (sccm) |
|---:|---:|---:|---:|
| 100 | 0.10 | 1.05 | 0.78 |
| 40 | 0.25 | 1.15 | 2.12 |
| 20 | 0.50 | 1.39 | 5.10 |
| 12.5 | 0.80 | 2.01 | 11.8 |

From the first row to the last, Fick's rule predicts an eightfold rise, in proportion to \(x_0\). The Stefan result rises about fifteenfold. These are isothermal values, and the heat demand rises in the same proportion as the delivery. With the conduction-limited heat supply of the next section, the last row falls to about 6 sccm and the rise is only about eightfold.

**Cooling of the liquid surface**

Evaporation at the isothermal rate, with a latent heat \(h=40\) kJ/mol, needs \(hN=75.9\) W/m². Suppose that this heat arrives by conduction alone through liquid of depth \(d=1\) cm and conductivity \(k=0.14\) W m⁻¹ K⁻¹, whose base is held at \(T=293\) K. The surface temperature \(T_s\) then satisfies

\[
\frac{k(T-T_s)}{d}=hN(x_s),\qquad
x_s=x_0\exp\left[-\frac{h}{R}\left(\frac1{T_s}-\frac1T\right)\right]. \tag{16}
\]

The second relation is the Clausius–Clapeyron equation for an ideal vapour with constant \(h\). Cooling lowers the surface fraction, which in turn lowers the heat demand, so the two relations must be solved together. Keeping \(cD\) at its 293 K value, the solution is a cooling of 4.0 K, \(x_s=0.40\) and a delivery of 3.75 sccm. This is 27 % below the isothermal Stefan value and, for these parameters, close to the isothermal Fick value of 3.68 sccm. The agreement is a cancellation of two errors, not support for Fick's rule: at the cooled surface the Stefan factor is still 1.28.

Conduction alone probably overstates the cooling. The liquid is coldest at its top, and with rough liquid properties the Rayleigh number based on the 4.0 K difference is about \(8\times10^5\), far above a rough onset value of 1100. Convection should therefore bring additional heat to the surface; a standard Rayleigh–Bénard correlation suggests a cooling nearer 1 K and a delivery near 4.7 sccm, well away from the Fick value. Radiation from the walls also contributes, up to \(4\sigma T^3=5.7\) W m⁻² K⁻¹ for black surfaces, with \(\sigma\) the Stefan–Boltzmann constant, against \(k/d=14\) W m⁻² K⁻¹. A design calculation should put the vessel's actual heat supply on the left of the heat balance in (16) and solve for \(x_s\) and the flux (1) together.

**Finite carrier sweep**

A finite sweep leaves some vapour at the outlet. If a carrier flow \(F_c\) mixes fully with the evaporated flow \(F=AN\) above the layer, then

\[
x_L=\frac{F}{F+F_c}. \tag{17}
\]

This is solved together with (1). For \(F_c=100\) sccm and no cooling, \(x_L=0.045\) and the delivery is 4.76 sccm. The factor rises to 1.42 although the flux falls. Equation (9) explains the rise: more vapour at the outlet means less carrier in the layer on average. The flux falls because the logarithm in (1) decreases with \(x_L\). With conduction-limited cooling included as well, the delivery is 3.55 sccm and \(S=1.31\).

**Other neglected effects and short pulses**

The surface gas is 3.9 times as dense as pure nitrogen. With the liquid below the layer this density difference is stabilising, which favours the assumed absence of gas convection.

No-slip walls make the flow nonuniform across the vessel. The mass-average speed \(v\) is largest at the top, where the gas is lightest. The total mass flux is \(NM_A\), all of it vapour, and the density of the pure nitrogen there is \(cM_B\), with \(M_A\) and \(M_B\) the molar masses of vapour and carrier. Hence \(v=NM_A/(cM_B)=1.2\) cm/s there, and with vessel radius \(R_v\) the radial Péclet number \(vR_v/D\) is 1.18. Taylor's expression for enhanced axial dispersion, \((vR_v/D)^2/48\), gives 2.9 %. This is the largest local value; applied height by height with the local density, the same expression raises the flux by about 0.7 %. It assumes a long tube, uniform density and no slip of the mass-average velocity, whereas diffusion slip at the wall lowers the effect further for such unequal masses, so these are order-of-magnitude estimates.

Ideal interface kinetics, with every arriving molecule accommodated, require a vapour-pressure deficit of only \(8\times10^{-5}\) of the equilibrium value. The estimated hydrostatic and viscous pressure drops are below \(10^{-4}\) of the total pressure. The liquid level falls by 0.75 mm/h, which lengthens the 10 cm layer by less than 1 % in an hour. None of these matters over such a time.

Time dependence can matter much more. Starting from a vapour-free layer, with the surface held at 293 K, both end fluxes settle to within 1 % of their steady value after 17 s; the diffusion time \(L^2/D\) is 40 s. The liquid responds far more slowly: its thermal diffusion time over the 1 cm depth is about 1000 s. With conduction as the only heat supply, the surface has cooled by about 1 K at 17 s, the delivery peaks near 4.7 sccm, and it comes within 1 % of the cooled value of 3.75 sccm only after roughly 1000 s. A deposition pulse lasting a second or less cannot establish this steady state from such a start. If the pressure stays constant during the pulse, (10) and (11), with the actual outlet composition as a function of time, then replace (1). If a valve closes the vessel or the pressure changes, \(c\) varies in time and the total molar flux depends on height, so these equations must be extended as well.

**Comparison with a real ampoule**

Titanium tetrachloride is an established deposition precursor, and a vapour pressure near 10 Torr at room temperature is the right rough size. The least certain assumption is the undisturbed 10 cm layer. An inlet jet can stir the headspace, and a dip tube sends carrier through the liquid. At fixed end compositions, halving the effective layer thickness doubles the flux. If contact is so good that the carrier leaves saturated, setting \(x_L=x_0\) in (17) gives \(F=F_cx_0/(1-x_0)\), which is 100 sccm here if the liquid stays at 293 K. The quiet-layer delivery of about 5 sccm is therefore specific to diffusion-limited supply and should not be used for a bubbler.

The vapour pressure also needs care. For \(x_L=0\), differentiating (1) gives

\[
\frac{dN}{N}=\frac{x_0}{(1-x_0)\ln[1/(1-x_0)]}\frac{dx_0}{x_0}.
\]

At \(x_0=1/2\) the coefficient is \(1/\ln2=1.44\). A 10 % error in vapour pressure at fixed total pressure and surface temperature thus changes the calculated delivery by about 14 % to first order (+15 % and −14 % exactly). With the conduction-limited cooling of (16) the change is only about 10 %. The full set of inputs and results is in the numerical output below.

## Values computed for the example and the checks

```
Ideal factor 2 ln 2: 1.3863
Simulated flux ratio, drift/no drift: 1.3863
Simulated flux in cD/L: 0.6931; Fick 0.5000
Carrier flux without drift, cD/L: -0.5000
Surface gradient / Fick gradient: 0.6931
Mean carrier fraction: 0.7213
Midlayer vapour fraction: 0.2929; Fick 0.2500
Factor at x0=0.01, xL=0: 1.0050
Factor at x0=0.10, xL=0: 1.0536
Factor at x0=0.50, xL=0: 1.3863
Factor at x0=0.90, xL=0: 2.5584
Input T: 293 K; total pressure: 20 Torr
Input vapour pressure: 10 Torr; x0: 0.50
Input D: 2.5 cm2/s; layer: 10 cm
Input liquid area: 20 cm2
Input molar masses: 189.7, 28.0 g/mol
Total concentration: 1.0945 mol/m3
Flux scale cD/L: 2.7363 mmol/(m2 s)
Fick flux: 1.3682 mmol/(m2 s)
Stefan flux: 1.8967 mmol/(m2 s)
Fick delivery: 3.680 sccm
Stefan delivery: 5.101 sccm = 43.2 mg/min
At 100.0 Torr: x0=0.10, factor=1.054, delivery=0.775 sccm
At 40.0 Torr: x0=0.25, factor=1.151, delivery=2.117 sccm
At 20.0 Torr: x0=0.50, factor=1.386, delivery=5.101 sccm
At 12.5 Torr: x0=0.80, factor=2.012, delivery=11.845 sccm
Input vaporisation heat: 40 kJ/mol
Input liquid: 0.14 W/(m K), depth 1 cm
Heat demand without cooling: 75.9 W/m2
Conduction-only cooling: 3.98 K; x0=0.399
Cooled delivery: 3.745 sccm; change -26.6 %
Factor at cooled surface: 1.276
Input liquid density: 1730 kg/m3; viscosity 0.8 mPa s
Input liquid heat capacity: 800 J/(kg K); expansion 0.001 1/K
Liquid Rayleigh number: 8.3e+05; rough onset 1100
Input carrier sweep: 100 sccm
Swept, uncooled: xL=0.0454, factor=1.423, delivery=4.759 sccm
Swept and cooled: cooling=3.77 K, x0=0.404, xL=0.0343
Swept and cooled: factor=1.305, delivery=3.548 sccm
Diffusion time L2/D: 40.0 s
Time to settle within 1 %: 17.1 s
Gas density ratio, surface/top: 3.89
Largest mass-average speed: 1.17 cm/s
Radial Peclet number at top: 1.18
Taylor wall estimate at top: 2.9 %
Interface pressure deficit / vapour pressure: 7.7e-05
Hydrostatic drop bound / total pressure: 4.4e-05
Input gas viscosity: 17 uPa s
Viscous drop bound / total pressure: 9.4e-08
Liquid recession: 0.75 mm/h
```
